# Why second-order Brillouin-Wigner correlation energy grows only as √N: verification in Python

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Result under test: for N independent two-level systems [[0, v], [v, gap]]
second-order Brillouin-Wigner theory (BW2) gives the correlation energy
    E = gap/2 - sqrt(gap^2/4 + N v^2),
nearly linear in N for N << Nc = gap^2/(4 v^2) and tending to -v sqrt(N)
for N >> Nc, while the exact energy is N times that of one system.
gap : energy of the excited configuration above the reference configuration
v   : coupling between the two configurations of one system
H0  : diagonal of the Hamiltonian in product configurations; V : the rest
Example system: H2 in the STO-3G basis; copies stand 100 angstrom apart.
Internal energies are in hartree, printed energies in eV.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, ci, fci, ao2mo

EV = physical_constants["Hartree energy in eV"][0]
BOND = 0.74
SPACING = 100.0


def hartree_fock(n_mol):
    atoms = []
    for k in range(n_mol):
        atoms.append(["H", (k * SPACING, 0.0, 0.0)])
        atoms.append(["H", (k * SPACING, 0.0, BOND)])
    mol = gto.M(atom=atoms, basis="sto-3g", unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    return mf


# Two-level parameters of one molecule from its integrals
mf1 = hartree_fock(1)
C = mf1.mo_coeff
h = C.T @ mf1.get_hcore() @ C
g = ao2mo.kernel(mf1.mol, C, compact=False).reshape(2, 2, 2, 2)
gap = 2 * (h[1, 1] - h[0, 0]) + g[1, 1, 1, 1] - g[0, 0, 0, 0]
v = abs(g[0, 1, 0, 1])
n_cross = gap**2 / (4 * v**2)


def bw2_formula(n):
    return gap / 2 - np.sqrt(gap**2 / 4 + n * v**2)


def exponent_formula(n):
    return 0.5 + 0.5 / np.sqrt(1 + n / n_cross)


e_one = gap / 2 - np.sqrt(gap**2 / 4 + v**2)


def bw4_energy(n):
    def residual(E):
        second = n * v**2 / (E - gap)
        fourth = 2 * n * (n - 1) * v**4 / ((E - gap)**2 * (E - 2 * gap))
        return E - second - fourth
    return brentq(residual, -2 * np.sqrt(n) * v, 0.0, xtol=1e-13)


# Real molecules: CISD must follow BW2, full CI must be additive
cisd_energy = {}
for n in (1, 2, 3, 4):
    mf = hartree_fock(n)
    solver = ci.CISD(mf)
    solver.conv_tol = 1e-10
    solver.kernel()
    cisd_energy[n] = solver.e_corr
    assert abs(solver.e_corr - bw2_formula(n)) < 1e-6
    if n <= 3:
        e_fci = fci.FCI(mf).kernel()[0] - mf.e_tot
        assert abs(e_fci - n * e_one) < 1e-6


# Explicit product space of 2**n configurations
def product_hamiltonian(n, coupling):
    one = np.array([[0.0, coupling], [coupling, gap]])
    H = np.zeros((2**n, 2**n))
    for k in range(n):
        H += np.kron(np.eye(2**k), np.kron(one, np.eye(2**(n - k - 1))))
    return H


def bw_terms(H, E):
    """Second- and fourth-order BW sums at trial energy E."""
    diag = np.diag(H)
    V = H - np.diag(diag)
    R = np.zeros(len(diag))
    R[1:] = 1 / (E - diag[1:])
    first = R * V[:, 0]
    second = V[0] @ first
    fourth = V[0] @ (R * (V @ (R * (V @ first))))
    return second, fourth, first @ first


for n in range(1, 7):
    H = product_hamiltonian(n, v)
    low = -2 * np.sqrt(n) * v
    root2 = brentq(lambda E: E - bw_terms(H, E)[0], low, 0, xtol=1e-13)
    root4 = brentq(lambda E: E - sum(bw_terms(H, E)[:2]), low, 0, xtol=1e-13)
    assert abs(root2 - bw2_formula(n)) < 1e-10
    assert abs(root4 - bw4_energy(n)) < 1e-10
    few = [i for i in range(2**n) if bin(i).count("1") <= 1]
    assert abs(np.linalg.eigvalsh(H[np.ix_(few, few)])[0] - root2) < 1e-10
    exact = np.linalg.eigvalsh(H)[0]
    # Denominator with the share of one system in place of the total shift
    shared = brentq(lambda E: E - n * v**2 / (E / n - gap),
                    -2 * n * v, 0, xtol=1e-13)
    assert abs(shared - exact) < 1e-10

# Spectator cancellation, read from the exact eigenvector
n_spec = 5
H = product_hamiltonian(n_spec, v)
values, vectors = np.linalg.eigh(H)
c = vectors[:, 0] / vectors[0, 0]
doubles = [i for i in range(2**n_spec) if bin(i).count("1") == 2]
for k in range(n_spec):
    spectator_shift = H[2**k, doubles] @ c[doubles] / c[2**k]
    assert abs(spectator_shift - (n_spec - 1) * e_one) < 1e-10
effective_denominator = values[0] - gap - spectator_shift
assert abs(effective_denominator - v / c[1]) < 1e-9

# Fourth power of v: separate pieces against the exact energy
unit4 = v**4 / gap**3
second0, doubles_piece, norm0 = bw_terms(H, 0.0)
norm_piece = -second0 * norm0
assert abs(doubles_piece / unit4 + n_spec * (n_spec - 1)) < 1e-8
assert abs(norm_piece / unit4 - n_spec**2) < 1e-8
scale = 0.3
H_weak = product_hamiltonian(n_spec, scale * v)
rest = np.linalg.eigvalsh(H_weak)[0] - scale**2 * second0
# Sixth-order terms leave a relative error of about 2 (scale v/gap)^2
assert abs(rest / scale**4 / (doubles_piece + norm_piece) - 1) < 0.01
few = [i for i in range(2**n_spec) if bin(i).count("1") <= 1]
rest_bw = (np.linalg.eigvalsh(H_weak[np.ix_(few, few)])[0]
           - scale**2 * second0)
# Here the sixth-order relative error is n_spec times larger
assert abs(rest_bw / scale**4 / norm_piece - 1) < 0.03


# Large N: lowest eigenvalue of CI with at most one excited system
def limited_ci(n):
    M = np.diag(np.r_[0.0, np.full(n, gap)])
    M[0, 1:] = M[1:, 0] = v
    return eigh(M, eigvals_only=True, subset_by_index=[0, 0])[0]


for n in (10, 100, 1000):
    assert abs(limited_ci(n) - bw2_formula(n)) < 1e-9
for n in (20, 200, 1000):
    lo, hi = n * 95 // 100, n * 105 // 100
    slope = np.log(limited_ci(hi) / limited_ci(lo)) / np.log(hi / lo)
    assert abs(slope - exponent_formula(n)) < 2e-3
n_big = 1600
tail = limited_ci(n_big) + v * np.sqrt(n_big) - gap / 2
# The next term of the expansion is smaller by about Nc/(4 N)
assert abs(tail * 8 * v * np.sqrt(n_big) / gap**2 + 1) < 0.02
assert abs(bw4_energy(1e10) / (v * np.sqrt(1e10)) + np.sqrt(2)) < 1e-3

# Size at which BW2 recovers half of the exact correlation energy
n_half = 4 + 2 * gap / abs(e_one)
below, above = int(np.floor(n_half)), int(np.floor(n_half)) + 1
assert limited_ci(below) / (below * e_one) >= 0.5
assert limited_ci(above) / (above * e_one) < 0.5

print("H2, STO-3G, bond length        %.2f angstrom" % BOND)
print("distance between molecules     %.0f angstrom" % SPACING)
print("gap                            %.4f eV" % (gap * EV))
print("coupling v                     %.4f eV" % (v * EV))
print("v/gap                          %.4f" % (v / gap))
print("crossover size Nc              %.2f molecules" % n_cross)
print("exact energy of one molecule   %.5f eV" % (e_one * EV))
print("the same in hartree            %.6f hartree" % e_one)
print("RS second order, one molecule  %.5f eV" % (-v**2 / gap * EV))
print("half recovered at N            %.1f molecules" % n_half)
print("CISD from molecular program against BW2 formula, eV")
for n in cisd_energy:
    print("N=%d  CISD %.5f  BW2 %.5f  exact %.5f" % (
        n, cisd_energy[n] * EV, bw2_formula(n) * EV, n * e_one * EV))
print("five molecules, exact state, eV")
print("total shift E                  %.5f eV" % (values[0] * EV))
print("shift from four spectators     %.5f eV" % (spectator_shift * EV))
print("E - gap                        %.5f eV" % ((values[0] - gap) * EV))
print("effective denominator          %.5f eV" % (effective_denominator * EV))
print("five molecules, fourth power of v, in units v^4/gap^3")
print("two excited molecules          %.3f" % (doubles_piece / unit4))
print("from E in the denominator      %.3f" % (norm_piece / unit4))
print("sum                            %.3f" % (
    (doubles_piece + norm_piece) / unit4))
print("energies in eV; last columns: BW2/exact in %, BW2 exponent")
print("    N       exact       BW2       BW4  BW2 per mol.     %   exponent")
for n in (1, 2, 5, 10, 20, 50, 100, 200, 1000, 10000):
    b = bw2_formula(n)
    print("%5d %11.4f %9.4f %9.4f %11.5f %7.2f %8.3f" % (
        n, n * e_one * EV, b * EV, bw4_energy(n) * EV, b / n * EV,
        100 * b / (n * e_one), exponent_formula(n)))
for n in (1000, 10000):
    print("N=%d: -v sqrt(N) = %.4f eV, with +gap/2 = %.4f eV" % (
        n, -v * np.sqrt(n) * EV, (gap / 2 - v * np.sqrt(n)) * EV))
print("no test failed")
```

Running it gives:

```
H2, STO-3G, bond length        0.74 angstrom
distance between molecules     100 angstrom
gap                            42.9770 eV
coupling v                     4.9310 eV
v/gap                          0.1147
crossover size Nc              18.99 molecules
exact energy of one molecule   -0.55850 eV
the same in hartree            -0.020525 hartree
RS second order, one molecule  -0.56576 eV
half recovered at N            157.9 molecules
CISD from molecular program against BW2 formula, eV
N=1  CISD -0.55850  BW2 -0.55850  exact -0.55850
N=2  CISD -1.10320  BW2 -1.10320  exact -1.11700
N=3  CISD -1.63507  BW2 -1.63507  exact -1.67550
N=4  CISD -2.15498  BW2 -2.15498  exact -2.23400
five molecules, exact state, eV
total shift E                  -2.79250 eV
shift from four spectators     -2.23400 eV
E - gap                        -45.76955 eV
effective denominator          -43.53555 eV
five molecules, fourth power of v, in units v^4/gap^3
two excited molecules          -20.000
from E in the denominator      25.000
sum                            5.000
energies in eV; last columns: BW2/exact in %, BW2 exponent
    N       exact       BW2       BW4  BW2 per mol.     %   exponent
    1     -0.5585   -0.5585   -0.5585    -0.55850  100.00    0.987
    2     -1.1170   -1.1032   -1.1168    -0.55160   98.76    0.976
    5     -2.7925   -2.6637   -2.7840    -0.53274   95.39    0.945
   10     -5.5850   -5.0615   -5.5096    -0.50615   90.63    0.905
   20    -11.1700   -9.3019  -10.6784    -0.46509   83.28    0.849
   50    -27.9250  -19.4686  -24.0164    -0.38937   69.72    0.762
  100    -55.8501  -32.3001  -41.5873    -0.32300   57.83    0.700
  200   -111.7002  -51.4819  -68.3195    -0.25741   46.09    0.647
 1000   -558.5008 -135.9167 -187.2223    -0.13592   24.34    0.568
10000  -5585.0083 -472.0783 -662.3379    -0.04721    8.45    0.522
N=1000: -v sqrt(N) = -155.9315 eV, with +gap/2 = -134.4430 eV
N=10000: -v sqrt(N) = -493.0988 eV, with +gap/2 = -471.6103 eV
no test failed
```
